Kinematic threshold for slow-ion electronic friction across an energy gap

Part two. Friction above the threshold

The symbols are those of part one, in atomic units. The ion has speed v. Electron states are filled up to speed vF and empty from speed vE upward, with vE² = vF² + 2Eg. The threshold is v_th = (vE − vF)/2, and the electron density is n = vF³/(3π²). In a collision the relative speed w is conserved. For silicon with a gap of 1.12 eV, vF = 0.957 and v_th = 0.0210, or 0.46 Å/fs. It is useful to name the midpoint of the two edge speeds, P = (vF + vE)/2 = vF + v_th, and to write h for v_th in the integrals, so that

vF = P − h, vE = P + h.

The friction S is the energy lost by the ion per unit length, which is a force. It equals the power given to the electrons divided by v. To find it, a cross section is needed. Let σ be the total cross section, independent of w, and let the scattering be isotropic in the frame of the ion. The electrons are at zero temperature. Collisions that would end in a filled state or in the gap are left out.

The number of electrons per unit volume in the velocity element d³u is 2d³u/(2π)³. They collide with the ion at the rate wσ per unit density. A fraction dΩ/(4π) of the collisions sends the relative velocity into the solid angle dΩ. Therefore

S = (1/v) ∫ [2d³u/(2π)³] wσ ∫ [dΩ/(4π)] (E′ − E),

where E = u²/2 is the initial energy, E′ is the final energy, and the integration is restricted to u ≤ vF and E′ ≥ vE²/2.

Both angular integrals can be replaced by integrals over simpler variables. Let c′ be the cosine of the angle between the final relative velocity and 𝐯. Then

E′ = (v² + w² + 2vwc′)/2, dE′ = vw dc′.

The azimuth contributes 2π, so dΩ/(4π) becomes dc′/2 = dE′/(2vw). The final energy runs from Eth = vE²/2 to its largest value Emax = (v + w)²/2. The inner integral is

∫ (E′ − E) dE′/(2vw) = [(Emax − E)² − (Eth − E)²]/(4vw).

For the initial direction let c be the cosine of the angle between 𝐮 and 𝐯. From w² = u² + v² − 2uvc it follows that |dc| = w dw/(uv), and the velocity element is 2πu² du |dc|. The numerical factor outside is 2 × 2π/(2π)³ = 1/(2π²). The remaining factors multiply to

(1/v) × u² × [w/(uv)] × w × [1/(4vw)] = uw/(4v³),

and the friction becomes

S = [σ/(8π²v³)] ∫ u du ∫ w dw [(Emax − E)² − (Eth − E)²].

The limits come from the need to reach an empty state. The largest final speed v + w must be at least vE, so w runs from vE − v to its kinematic maximum u + v. This range is not empty when u ≥ vE − 2v. Take v < vF/2, which keeps that lower limit positive. Two other possible limits then play no part. First, w cannot be smaller than |u − v|. For u ≥ v this is u − v, which is below vE − v. For u < v it is v − u, which is below vE − v because 2v < vE. Second, the smallest final speed is |w − v|. It is at most u by the triangle inequality, hence below vE, so the edge of the empty states does set the lower limit of E′.

When v is small compared with vF, all the contributing electrons have speeds close to vF. New variables a and b measure how far the initial speed lies below P and the largest final speed lies above it:

u = P − a, v + w = P + b.

The condition u ≤ vF becomes a ≥ h. The condition v + w ≥ vE becomes b ≥ h. The condition w ≤ u + v becomes P + b − v ≤ P − a + v, or a + b ≤ 2v. With a = h + α and b = h + β the domain is a triangle,

α ≥ 0, β ≥ 0, α + β ≤ D, D = 2(v − h).

Its size shrinks to zero at threshold. The area element du dw becomes dα dβ.

The energy differences factor as differences of squares:

Emax − E = [(P + b)² − (P − a)²]/2 = P(a + b)[1 + (b − a)/(2P)],
Eth − E = [(P + h)² − (P − a)²]/2 = P(a + h)[1 + (h − a)/(2P)].

The remaining weight is uw = P²(1 − a/P)[1 + (b − v)/P]. To leading order the brackets and parentheses containing 1/P are one. The double integral is then P⁴J₀, with

J₀ = ∫∫ [(a + b)² − (a + h)²] dα dβ
= ∫∫ [(2h + α + β)² − (2h + α)²] dα dβ
= ∫∫ (4hβ + 2αβ + β²) dα dβ.

The integrals over the triangle are elementary. Integration over α from 0 to D − β, followed by integration over β from 0 to D, gives

∫∫ β = ∫ β(D − β) dβ = D³/6,
∫∫ β² = ∫ β²(D − β) dβ = D⁴/12,
∫∫ αβ = ∫ β(D − β)²/2 dβ = D⁴/24.

Hence

J₀ = 4hD³/6 + 2D⁴/24 + D⁴/12 = D³(4h + D)/6.

With D = 2(v − h) the last parenthesis is 2(v + h), and

J₀ = 8(v − h)³ × 2(v + h)/6 = (8/3)(v − h)³(v + h).

Insertion into S cancels the factor 8 and leaves

S = [σP⁴/(3π²)] (v − h)³(v + h)/v³
= [σP⁴v/(3π²)] (1 − y)³(1 + y), y = v_th/v.

The next order in 1/P deserves attention, because it might be expected to change the result by a fraction of order v/vF. Expanding the squares and the weight to first order adds J₁/P to J₀, with

J₁ = ∫∫ {(a + b)²(b − a) − (a + h)²(h − a) + (b − a − v)[(a + b)² − (a + h)²]} dα dβ.

Collect the terms with (a + b)². They contain 2(b − a)(a + b)², which changes sign when α and β are exchanged and integrates to zero over the symmetric triangle. The terms with v give −vJ₀. The rest is −(a + h)²[(h − a) + (b − a)], where a + h = 2h + α and the last bracket is β − 2α. Thus

J₁ = −vJ₀ − ∫∫ (2h + α)²(β − 2α) dα dβ.

Besides the integrals above, this needs ∫∫ α³ = D⁵/20 and ∫∫ α²β = D⁵/60, found in the same way. By symmetry ∫∫ α = D³/6 and ∫∫ α² = D⁴/12. Then

∫∫ (β − 2α) = D³/6 − D³/3 = −D³/6,
∫∫ α(β − 2α) = D⁴/24 − D⁴/6 = −D⁴/8,
∫∫ α²(β − 2α) = D⁵/60 − D⁵/10 = −D⁵/12.

With the coefficients 4h², 4h and 1, the second part of J₁ is

+2h²D³/3 + hD⁴/2 + D⁵/12.

For the first part, v = h + D/2 gives

vJ₀ = (h + D/2)(2hD³/3 + D⁴/6) = 2h²D³/3 + hD⁴/2 + D⁵/12.

The two parts cancel and J₁ = 0. The first correction is therefore of relative order v²/P². Written with the metallic friction nvFvσ = vF⁴vσ/(3π²), the result is

S = nvFvσ (1 + v_th/vF)⁴ (1 − y)³(1 + y),

up to that correction. When v_th is small compared with vF, the fourth power is close to one and the simpler form stated at the start of part one remains.

The limits have a direct meaning. Without a gap, y = 0 and S = nvFvσ, a force proportional to speed as long as v ≪ vF. Just above threshold, S rises as the cube of v − v_th. Three things become rare together there: the electron must start close to the top of the filled states, it must meet the ion nearly head-on, and it must leave nearly straight back. Each condition narrows in proportion to v − v_th, the last two as solid angles.

Far above threshold the expansion

(1 − y)³(1 + y) = 1 − 2y + 2y³ − y⁴

shows that the friction approaches nvFσ(v − 2v_th) when v_th ≪ v ≪ vF and v³ ≪ vF²v_th. The condition on v³ keeps the correction of relative order v²/P² small beside the offset 2v_th. A straight line through friction values taken in that range would therefore meet the axis close to 2v_th. In this model such an extrapolation overestimates the kinematic threshold by a factor near two in speed and four in energy. For silicon the condition on v³ means v ≪ 12.7v_th, so the range is narrow and the intercept depends on the speeds used. Lines fitted to the full integral meet the axis at 1.6v_th for speeds from 2 to 4v_th, at 1.9v_th for 4 to 8v_th and at 2.1v_th for 8 to 13v_th.

For silicon the fourth power is (1 + 0.0210/0.957)⁴ = 1.091. At v = 2v_th the factor (1 − y)³(1 + y) is 0.125 × 1.5 = 0.1875, and the product is 0.205. Gauss–Legendre integration of the double integral gives 0.204 of the metallic friction at the same speed. At v = 1.2v_th it gives 0.009, and at v = 8v_th it gives 0.826, where the product is 0.822. The relative difference at the highest speed is about half a percent. Carrying the expansion one order further gives the relative correction (v²/P²)(2 − 9y − 3y²)/[5(1 + y)]. Its coefficient runs from −1 at threshold to 0.4 without a gap. At v = 8v_th the coefficient is 0.15 and v²/P² is 0.03, which accounts for the difference.

The factor (1 − y)³(1 + y) reaches one half at v = 3.75v_th, found by numerical root search. This corresponds to 14.1 times the threshold energy: about 1700 eV for boron, 4800 eV for phosphorus and 11 600 eV for arsenic. With the fourth power included, the friction at that speed is 0.55 of the metallic one. The gap thus weakens the friction over a far wider range of energy than the threshold alone suggests.

Whether this matters for the motion of an implanted ion depends on its collisions with atoms. These can be estimated from classical scattering by a screened Coulomb potential U(r). Let the ion have energy E₁ and mass M₁, and let the atom at rest have mass M₂. The relative motion has energy Ec = E₁M₂/(M₁ + M₂). For impact parameter b, now a length, conservation of energy and angular momentum gives the radial speed as v√g, with

g(r) = 1 − U(r)/Ec − b²/r².

The angular speed is bv/r². Integrating the ratio of angular to radial speed inward to the turning point r₀, where g = 0, and out again gives the deflection

θ = π − 2b ∫ dr/(r²√g), from r₀ to ∞.

In the centre-of-mass frame the atom has speed M₁v/(M₁ + M₂) before and after. Its velocity turns by θ, so its final speed in the solid is 2M₁v sin(θ/2)/(M₁ + M₂). The energy it receives is

T = [4M₁M₂/(M₁ + M₂)²] E₁ sin²(θ/2).

The nuclear stopping is N∫2πbT db, where N = n/4 is the density of atoms. The integral ends where πb² equals the area per atom N^(−2/3), which is 7.4 Å². For U the Ziegler–Biersack–Littmark universal potential was used, a fitted screened repulsion between neutral atoms. With both integrals done numerically, the nuclear stopping at the threshold speed is about 4.5 eV/Å for boron, 18 eV/Å for phosphorus and 38 eV/Å for arsenic. Dividing the threshold energies by these values gives lengths of 27, 19 and 22 Å, or 2 to 3 nm. These are scales for slowing down, not ranges, because the stopping changes as the ion slows. Extending the limit on b fourfold raises the stopping by about 1%. The choice of potential matters more at these low energies. With the Firsov screening length, the Kr–C screening function gives values 17, 11 and 4% higher for boron, phosphorus and arsenic, and the Molière function 37, 32 and 23% higher.

The electronic friction can be set beside this. At v_th the metallic value per unit cross section is

nvFv_th = 0.02962 × 0.9572 × 0.02104 = 5.97 × 10⁻⁴ atomic units,

or 0.11 eV/Å for each Å² of σ. A cross section equal to the area per atom would give 0.8 eV/Å without any gap, less than a fifth of the nuclear stopping of boron. That area is not an upper bound on the effective σ. The Lindhard–Scharff formula, which ignores the gap, gives 0.7, 1.6 and 2.6 eV/Å at v_th for boron, phosphorus and arsenic, or 16, 9 and 7% of the nuclear stopping. The Firsov formula gives 23% for boron and similar values to these for the heavier ions. At the threshold itself, the gap therefore removes a force that was already minor. This comparison was made at v_th and does not settle the balance at higher speed.

Boron, phosphorus and arsenic serve as dopants in silicon. For an ion implanted at a much higher energy, the threshold energies found here belong to the last part of the path. The gap and lattice constant used are close to those of silicon at room temperature, but its bands are not those of a free gas with a gap cut into it. Many valence electrons are separated from the conduction states by more than the smallest gap. With a typical separation of roughly 5 eV in place of 1.12 eV, the threshold for phosphorus moves from 340 to about 5900 eV. Levels in the gap, carried by the ion or left by damage, act the other way. If a midgap level splits the excitation into two steps and the free-electron rule is applied to half the gap, the same threshold falls to 87 eV. These two changes span a factor of nearly seventy in energy, so the value for silicon is an orientation and not a prediction.

In undoped silicon, temperature hardly blurs the edge of the filled states. At 300 K the thermal energy kT is 0.026 eV, 2.3% of the gap. With the chemical potential near the middle of the gap, the fraction of empty states at the top of the filled ones is about exp(−Eg/(2kT)), which is below 10⁻⁹, so the edge stays sharp. Doping adds free carriers, which have no gap to cross and leave some friction below v_th. At 300 K and low density they move at thermal speeds that do not depend on n, and for an ion slower than these their friction is proportional to n at fixed v and σ. The metallic law nvFvσ applies only when they are dense enough to be degenerate, with a Fermi energy well above kT and a Fermi speed well above v. With vF proportional to n^(1/3), the friction then scales as n^(4/3). A carrier density of 10²⁰ cm⁻³, or 10⁻⁴ Å⁻³, is near the lower end of that range, and the metallic law gives the rough value

(10⁻⁴/0.1999)^(4/3) = 4 × 10⁻⁵

of the metallic friction of all valence electrons. This treats the carriers as one free-electron gas at zero temperature. Electrons in silicon share six valleys, which lowers their Fermi momentum by 6^(−1/3) and the value to about 2 × 10⁻⁵, and a temperature of 300 K raises it by about 15%. The cross section for slow carriers may differ greatly from that for valence electrons, so this is a scale at equal σ. Gap levels can also leave friction below the kinematic threshold, by an amount that depends on their number and was not estimated here.

All numerical values are calculated from the stated model.
